\section*{Exchange torque on a magnet from the absorbed spin current, part 2}

Can the torque that a current exerts on a magnetic layer between nonmagnetic leads be found from the spin currents in the leads, without the wave function inside? The algebra uses atomic units, $\hbar=m=1$, so a torque is an energy; numerical values are in eV and angstrom.

An electron with spinor $\psi$ and spin operators $\hat{\mathbf s}=\boldsymbol\sigma/2$ moves in a spin-independent potential $V$ and a fixed exchange field with energy $-\Delta\,\mathbf n\cdot\hat{\mathbf s}$. Here $\Delta$ is the full splitting and the unit vector $\mathbf n$ is the direction of the magnet's spin. The spin density is $s_j=\psi^\dagger\hat s_j\psi$. The spin current is $Q_{ij}={\rm Re}\,\psi^\dagger\hat s_j(-i\partial_i)\psi$, with the direction of flow first and the spin component second. They obey
\begin{equation}
\partial_ts_j+\partial_iQ_{ij}=\Delta(\mathbf s\times\mathbf n)_j .
\label{cont}
\end{equation}
In mean field, each local spin of the magnet takes up the opposite of the exchange torque it exerts on the electron. The total torque on the magnet is $\mathbf T=\int\Delta\,\mathbf n\times\mathbf s\,dV$. For a fixed volume enclosing the magnet, with outward surface element $dA_i$ and electron spin $\mathbf S_e=\int\mathbf s\,dV$,
\begin{equation}
T_j=-\oint Q_{ij}\,dA_i-\frac{dS_{e,j}}{dt}.
\label{general}
\end{equation}
In a steady state,
\begin{equation}
T_j=-\oint Q_{ij}\,dA_i .
\label{steady}
\end{equation}
For motion along $x$ through a layer $0<x<d$, this is $\mathbf T=\mathbf Q(0)-\mathbf Q(d)$, where $Q_j$ is the flow along $+x$.

In a uniform layer with $\mathbf n=\hat z$ and $V=0$, the majority ($\uparrow$) and minority ($\downarrow$) components have reflection and transmission amplitudes $r$ and $t$, and wave numbers $q_\uparrow^2=2E+\Delta$ and $q_\downarrow^2=2E-\Delta$. The lead wave number $k$ satisfies $E=k^2/2$. The transverse torque $T_x+iT_y$ is the incident transverse spin current times the bracket $1-r_\uparrow^*r_\downarrow-t_\uparrow^*t_\downarrow$. Without reflection, the transverse spin turns by $(q_\uparrow-q_\downarrow)d$.

The reference example is such a layer with $E=5$ eV, $\Delta=2$ eV and $d=10$ angstrom. The wave arrives from the left with density $\rho=0.01$ electron per angstrom and spin at $\theta=60^\circ$ to $\hat z$ in the $xz$ plane. Its torque is $(0.0629,0.0281,0)$ eV. Numerical balances were tested to one part in $10^6$ of the incident particle flux $k\rho$.

\subsection{Uniform and rotating magnets}

At each point $\mathbf n\cdot(\mathbf n\times\mathbf s)=0$. If $\mathbf n$ is the same everywhere, this implies $\mathbf T\cdot\mathbf n=0$: in a steady state the longitudinal spin current leaves as strongly as it enters. In the reference example the incident longitudinal current is 0.0218 eV. The transmitted one is 0.0219 eV, and reflection accounts for the small difference.

If $\mathbf n$ varies, the local torques are perpendicular to different directions, and their sum is not tied to any one of them. Let the polar angle of $\mathbf n$ grow linearly from $0$ at the left face to $120^\circ$ at the right face, at a fixed azimuth of $30^\circ$, and keep the other parameters. The torque integrated from the spin density is
\begin{equation}
\mathbf T=(0.0471,\,-0.0211,\,-0.0152)\ \text{eV}.
\end{equation}
The absorbed spin current from the leads has the same components, within the tolerance used before. At the left face $\mathbf n=\hat z$, yet $T_z$ is not zero. Discarding the component along the exchange field at the entrance would therefore lose part of the torque. The formula with $t_\uparrow^*t_\downarrow$ no longer applies, since the channels mix; the current balance \eqref{steady} does.

\subsection{When the state is not steady}

Add to the reference wave a second one with the same incident spinor and an energy 0.2 eV higher, the two incident waves being in phase at the left face at time zero. Both are stationary states, but their superposition is not. Its spin density contains an interference term at frequency $\omega=0.2$ eV$/\hbar$, so the layer stores and releases spin. At a quarter of a period the balance reads, in eV,
\begin{center}
\begin{tabular}{lrrr}
 & $x$ & $y$ & $z$\\
net inflow & 0.1370 & 0.0712 & $-0.0082$\\
rate of stored spin & $-0.0058$ & 0.0124 & $-0.0082$\\
exchange torque & 0.1428 & 0.0588 & 0.0000
\end{tabular}
\end{center}
The torque is the first row minus the second, as \eqref{general} requires. Using the inflow alone would give $T_y$ too large by 0.0124 eV, about a fifth of the true $T_y$, and would give the uniform magnet a longitudinal torque that it does not have.

Over a full period $\mathbf S_e$ returns to its starting value, so the mean of its derivative vanishes and the mean torque equals the mean inflow. Both the instantaneous and the averaged balance were tested at eight times in the period. For a pulse, the same reasoning gives the time-integrated torque from the time-integrated inflow, provided the spin left in the volume is the same before and after.

\subsection{Adding spin-orbit coupling}

The equality used the fact that the exchange field was the sole partner with which the electron could trade spin. Spin-orbit coupling brings in another. Add to the one-dimensional Hamiltonian the term $\frac12(\alpha p+p\alpha)\sigma_y$, where $p=-i\partial_x$ and $\alpha(x)$ is real. The velocity operator becomes
\begin{equation}
v=i[H,x]=p+\alpha\sigma_y .
\end{equation}
Squaring $v$ with $\sigma_y^2=1$ shows that the kinetic and spin-orbit terms together are $v^2/2-\alpha^2/2$. The last part is spin-independent and acts like a potential.

Let $\phi=iv\psi=\psi'+i\alpha\sigma_y\psi$. Then $-iv^2\psi/2=\frac i2(\phi'+i\alpha\sigma_y\phi)$, and its contribution to the spin rate is
\begin{equation}
\partial_ts_j\big|_v={\rm Re}\bigl(i\psi^\dagger\hat s_j\phi'
-\alpha\psi^\dagger\hat s_j\sigma_y\phi\bigr).
\end{equation}
Integrate the first term by parts, using $\psi'^\dagger=\phi^\dagger+i\alpha\psi^\dagger\sigma_y$:
\begin{equation}
i\psi^\dagger\hat s_j\phi'=\partial_x(i\psi^\dagger\hat s_j\phi)
-i\phi^\dagger\hat s_j\phi+\alpha\psi^\dagger\sigma_y\hat s_j\phi .
\end{equation}
The middle term is imaginary. With $Q_j={\rm Re}\,\psi^\dagger\hat s_jv\psi={\rm Re}(-i\psi^\dagger\hat s_j\phi)$, what remains is
\begin{align}
\partial_ts_j\big|_v&=-\partial_xQ_j+\alpha\,{\rm Re}\,\psi^\dagger[\sigma_y,\hat s_j]\phi\notag\\
&=-\partial_xQ_j+2\alpha\,\epsilon_{yjl}\,{\rm Re}(i\psi^\dagger\hat s_l\phi)\notag\\
&=-\partial_xQ_j-2\alpha\,\epsilon_{yjl}Q_l
=-\partial_xQ_j+2\alpha(\hat y\times\mathbf Q)_j .
\end{align}
The second line uses $[\sigma_y,\hat s_j]=2i\epsilon_{yjl}\hat s_l$, and the last uses $\epsilon_{yjl}=-\epsilon_{jyl}$. In a steady state the torque on the magnet becomes
\begin{equation}
\mathbf T=\mathbf Q(0)-\mathbf Q(d)+\int_0^d2\alpha\,\hat y\times\mathbf Q\,dx .
\label{so}
\end{equation}
It reduces to the earlier result when $\alpha=0$. The extra term is the rate at which the spin-orbit coupling adds spin to the electrons in the layer.

With $\alpha=1$ eV angstrom inside the reference layer, the absorbed current is $(0.0789,0.0123,0.0143)$ eV, while the exchange torque is $(0.0584,0.0123,0)$ eV. The integral in \eqref{so}, computed separately from the interior current, is $(-0.0205,0,-0.0143)$ eV and closes the balance. In this case the leads alone overestimate $T_x$ by about 35\% of its true value. With spin-orbit coupling in the magnet, the spin currents of this state in the leads no longer suffice. Keeping the interior wave function supplies the missing term.

A magnetic field acting on the electron spin has a similar effect. If it adds $-\mathbf b\cdot\hat{\mathbf s}$, the commutator that gave $\Delta\,\mathbf s\times\mathbf n$ also gives $\mathbf s\times\mathbf b$. The absorbed current must then be supplemented by $\int\mathbf s\times\mathbf b\,dV$ to obtain $\mathbf T$.

\subsection{Many channels and a thick layer}

For one wave at normal incidence the torque keeps oscillating with thickness. At half a precession length, 13.6 angstrom for the reference parameters, the transverse spin is reversed on transmission and the real part of the bracket is 2.00. The torque is then twice the incident transverse spin current.

A planar lead supplies many directions of incidence. Parallel momentum $\mathbf k_\parallel$ is conserved by a uniform planar layer, so each channel is the one-dimensional problem with normal energy $E_z=E-k_\parallel^2/2$. Per unit energy, the density of incoming states in a channel is $1/(2\pi v_z)$ and their velocity is $v_z$; the product, the flux, is the same for all channels. The channels fill the disc $k_\parallel^2<2E$ uniformly, and
\begin{equation}
d^2k_\parallel=2\pi k_\parallel dk_\parallel=2\pi|dE_z| .
\end{equation}
If all channels carry the same incident spin direction, the bracket is thus averaged uniformly over $0<E_z<E$. Denote this average by angle brackets. For the reference $E$ and $\Delta$ it gives
\begin{center}
\begin{tabular}{rrrr}
width (angstrom) & ${\rm Re}\langle1-r_\uparrow^*r_\downarrow-t_\uparrow^*t_\downarrow\rangle$ & $|\langle t_\uparrow^*t_\downarrow\rangle|$ & $\langle|t_\uparrow^*t_\downarrow|\rangle$\\
10 & 1.53 & 0.535 & 0.779\\
40 & 1.09 & 0.196 & 0.765\\
80 & 0.94 & 0.105 & 0.765\\
160 & 0.95 & 0.053 & 0.765
\end{tabular}
\end{center}
The last column barely changes: electrons with both spin components are still transmitted. The column before it falls because their phases differ from channel to channel, so their transverse spins leave in different directions and cancel in the sum.

The rate of this fall can be estimated. Apart from reflection, $t_\uparrow^*t_\downarrow\simeq e^{-i\varphi}$ with $\varphi=(q_\uparrow-q_\downarrow)d$. From $q^2=2E_z\pm\Delta$ one has $dq/dE_z=1/q$, so $\varphi'=(1/q_\uparrow-1/q_\downarrow)d$. Use $e^{-i\varphi}=(i/\varphi')\,d(e^{-i\varphi})/dE_z$ and integrate by parts. At the energy where the minority channel opens, $q_\downarrow\to0$ and $1/\varphi'\to0$, so that end gives no boundary term. Below it the minority wave is evanescent and its transmission through a thick layer is exponentially small. The upper end, normal incidence, leaves
\begin{equation}
|\langle t_\uparrow^*t_\downarrow\rangle|\simeq\frac{1}{E\,|\varphi'|}
=\frac{2}{k^2d\,(1/q_\downarrow-1/q_\uparrow)} .
\end{equation}
With $k=1.1456$, $q_\uparrow=1.2549$ and $q_\downarrow=1.0246$ per angstrom,
\begin{equation}
\frac{2}{1.312\,(0.976-0.797)\,d}=\frac{8.5\ \text{angstrom}}{d},
\end{equation}
which is 0.106 at 80 angstrom and 0.053 at 160 angstrom. The computed values are 0.105 and 0.053. This is the leading term for a thick layer when reflection is neglected; at 40 angstrom it gives 0.21 against 0.196.

Reflection does not cancel in the same way. At the computed widths of 20, 40, 80 and 160 angstrom, $|\langle r_\uparrow^*r_\downarrow\rangle|$ is between 0.04 and 0.05, with no steady fall; at widths between these it can lie somewhat outside that range. For the reference $E$ and $\Delta$, a thick layer therefore absorbs nearly all of the incident transverse spin current. Besides the transmitted remainder that falls as $1/d$, there is a correction of about five per cent from reflection; it tends to $\langle r_\uparrow^*r_\downarrow\rangle=0.003+0.047\,i$ and so affects mainly $T_y$. Its size grows with the splitting: at the same energy it is 0.14 for $\Delta=6$ eV and 0.25 for $\Delta=10$ eV. These values are for free-electron bands with one mass and $V=0$, and do not carry over to a real interface. Disorder, which the model omits, would add its own changes of phase.

\subsection{Which electrons belong to the magnet}

So far the exchange field was given, and the electrons that carry the current were distinct from the spins that produce it. In an itinerant ferromagnet the same kind of electron does both, and the division must be made with care.

Let $\mathbf s_{\rm tot}$ be the spin density of all electrons, and let the exchange field follow from an energy functional $F[\mathbf s_{\rm tot}]$ through $\delta F/\delta\mathbf s_{\rm tot}=-\Delta\,\mathbf n$. Without spin-orbit coupling, $F$ does not change when all spins are rotated together. For a rotation by a small angle $\eta$ about $\mathbf e$, $\delta\mathbf s_{\rm tot}=\eta\,\mathbf e\times\mathbf s_{\rm tot}$, so
\begin{equation}
0=\delta F=-\eta\int\Delta\,\mathbf n\cdot(\mathbf e\times\mathbf s_{\rm tot})\,dV
=-\eta\,\mathbf e\cdot\int\Delta\,\mathbf s_{\rm tot}\times\mathbf n\,dV .
\end{equation}
The axis $\mathbf e$ is arbitrary. The net exchange torque on the total spin is therefore zero, and a calculation that inserts the self-consistent $\mathbf s_{\rm tot}$ in $\int\Delta\,\mathbf n\times\mathbf s\,dV$ returns zero, whatever the current. The integral here covers everything that $F$ describes; if $F$ couples two magnets, the torque on one of them need not vanish.

This does not contradict \eqref{steady}. Split $\mathbf s_{\rm tot}=\mathbf s+\mathbf s_m$ into the carriers and the rest. The vanishing total gives
\begin{equation}
\int\Delta\,\mathbf n\times\mathbf s\,dV=\int\Delta\,\mathbf s_m\times\mathbf n\,dV .
\end{equation}
The left side is the torque $\mathbf T$ computed from the carriers. The right side is, by \eqref{cont}, the exchange torque on the remaining electrons. The reaction found for a local spin thus survives, provided $\mathbf s$ is the carrier part.

What cannot survive, as long as the net inflow of spin is not zero, is a fully steady state. For an isolated magnet, \eqref{cont} summed over all electrons says that the total spin changes at the rate of the net inflow. If transverse spin keeps flowing in, the magnetization must turn, or an outside torque must hold it. Equation \eqref{steady} then describes the carriers, which settle quickly in an exchange field that is nearly at rest, and $\mathbf T$ is the rate at which the slow part begins to turn. When the magnetization turns appreciably while an electron crosses the layer, this separation fails and the stored-spin term in \eqref{general} has to be kept.

\section*{Numbers as computed}
\begin{verbatim}
Electron energy 5.0 eV, exchange splitting 2.0 eV
Layer width 10.0 angstrom, spin angle 60 degrees
Incident density 0.01 electrons per angstrom
Wave number in lead        1.1456 1/angstrom
Majority, minority in layer 1.2549 1.0246 1/angstrom
Precession length 27.28 angstrom
r majority     -0.00003 -0.00157 i
r minority      0.05991 -0.05538 i
t majority      0.99985 -0.01730 i
t minority     -0.67655 -0.73186 i
1 - r*r - t*t   1.66370 +0.74336 i
(t refers to the wave at the right face of the layer)
Spin currents along +x and torques, components x y z, in eV:
  incident                 0.03780   0.00000   0.02182
  reflected               -0.00000  -0.00000   0.00007
  transmitted             -0.02509  -0.02810   0.02190
  absorbed                 0.06289   0.02810   0.00000
  torque from density      0.06289   0.02810   0.00000
Torque magnitude 0.06888 eV = 0.002531 hartree
Spin given per incident electron 0.7890 hbar
Depth (angstrom); torque x y up to it (eV); spin current x y (eV)
   2.50    0.00596   0.02057     0.03183  -0.02057
   5.00    0.02219   0.03450     0.01561  -0.03451
   7.50    0.04345   0.03731    -0.00565  -0.03732
  10.00    0.06289   0.02810    -0.02509  -0.02810
Rotating field: turn 120, azimuth 30 degrees; eV:
  torque from density      0.04711  -0.02107  -0.01521
  absorbed                 0.04711  -0.02107  -0.01521
With spin-orbit strength 1.0 eV angstrom; eV:
  exchange torque          0.05843   0.01233   0.00000
  absorbed                 0.07894   0.01233   0.01434
  spin-orbit term         -0.02051   0.00000  -0.01434
Two energies 0.2 eV apart, a quarter period after start; eV:
  exchange torque          0.14279   0.05875   0.00000
  net inflow               0.13698   0.07119  -0.00820
  rate of stored spin     -0.00580   0.01244  -0.00820
Re(1 - r*r - t*t) at half a precession length 1.9998
Width (angstrom); one channel Re(1-r*r-t*t); disc averages:
  Re(1-r*r-t*t), |<r*r>|, |<t*t>|, <|t*t|>
     5   0.5970   1.0695   0.0191   0.7096   0.8221
    10   1.6637   1.5256   0.0102   0.5346   0.7792
    20   1.1056   0.7127   0.0496   0.3450   0.7676
    40   1.9768   1.0924   0.0424   0.1957   0.7650
    80   0.0909   0.9385   0.0496   0.1046   0.7649
   160   0.3465   0.9545   0.0483   0.0528   0.7649
\end{verbatim}
